# Dyson Orbitals from Cofactors of Nonorthogonal Determinant Overlaps: a program that tests the result

```python
"""
Result under test: the Dyson orbital of two separately optimized determinants,
  phi_D(x) = sqrt(N) * integral conj(Phi(1..N-1)) Psi(1..N-1, x)
           = sum_k d_k psi_k(x),   d_k = (-1)^(N+k) det(S without column k),
with S[i,k] = <chi_i|psi_k>, psi_k the occupied orbitals of the neutral Psi
and chi_i those of the cation Phi (k counted from 1 in this formula).
Independent roads: antisymmetric tensors built from the definition, and the
expansion of both sulfur determinants in all strings of an orthonormal basis.
Energies are in hartree internally and are printed in eV.
"""
import itertools
import math
import numpy as np
from scipy import constants
from pyscf import gto, scf, fci, ao2mo

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9
det = np.linalg.det


def cofactors_direct(S):
    """Signed maximal minors of an (n-1) x n matrix."""
    n = S.shape[1]
    return np.array([(-1) ** (n - 1 - k) * det(np.delete(S, k, axis=1))
                     for k in range(n)])


def cofactors_svd(S):
    """The same vector from one singular value decomposition."""
    U, sigma, Vh = np.linalg.svd(S, full_matrices=True)
    V = Vh.conj().T
    return det(U) * np.conj(det(V)) * np.prod(sigma) * V[:, -1]


def antisymmetric_tensor(C):
    """Normalized determinant of the columns of C as a full tensor."""
    n = C.shape[1]
    total = 0
    for perm in itertools.permutations(range(n)):
        term = np.array(round(det(np.eye(n)[list(perm)])), dtype=complex)
        for p in perm:
            term = np.multiply.outer(term, C[:, p])
        total = total + term
    return total / math.sqrt(math.factorial(n))


# ---- general complex spin-orbitals, straight from the definition ----
rng = np.random.default_rng(7)


def random_orbitals(m, n):
    A = rng.normal(size=(m, n)) + 1j * rng.normal(size=(m, n))
    return np.linalg.qr(A)[0]


tensor_error = 0.0
for n_el in (2, 3, 4):
    psi, chi = random_orbitals(6, n_el), random_orbitals(6, n_el - 1)
    axes = list(range(n_el - 1))
    from_definition = math.sqrt(n_el) * np.tensordot(
        antisymmetric_tensor(chi).conj(), antisymmetric_tensor(psi),
        axes=(axes, axes))
    S_small = chi.conj().T @ psi
    for routine in (cofactors_direct, cofactors_svd):
        error = np.abs(from_definition - psi @ routine(S_small)).max()
        tensor_error = max(tensor_error, error)
assert tensor_error < 1e-12
rank_deficient = rng.normal(size=(5, 4)) @ rng.normal(size=(4, 6))
assert np.abs(cofactors_direct(rank_deficient)).max() < 1e-10
assert np.abs(cofactors_svd(rank_deficient)).max() < 1e-10

# ---- sulfur: (alpha, beta) occupation of each D2h symmetry; B1u holds p_z ----
OCCUPATION = {
    "neutral": {"Ag": (3, 3), "B1u": (2, 2), "B2u": (2, 1), "B3u": (2, 1)},
    "3p": {"Ag": (3, 3), "B1u": (2, 1), "B2u": (2, 1), "B3u": (2, 1)},
    "3s": {"Ag": (3, 2), "B1u": (2, 2), "B2u": (2, 1), "B3u": (2, 1)},
}


def run_uhf(state, basis, relativistic=False):
    ionized = state != "neutral"
    mol = gto.M(atom="S 0 0 0", basis=basis, symmetry="D2h", verbose=0,
                charge=int(ionized), spin=3 if ionized else 2)
    mf = scf.UHF(mol)
    if relativistic:
        mf = mf.sfx2c1e()
    mf.irrep_nelec = OCCUPATION[state]
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged, (state, basis)
    return mf


def occupied(mf, spin):
    """Occupied orbitals and energies of one spin, ordered by energy."""
    mask = np.asarray(mf.mo_occ[spin]) > 0.5
    energy = np.asarray(mf.mo_energy[spin])[mask]
    order = np.argsort(energy)
    return np.asarray(mf.mo_coeff[spin])[:, mask][:, order], energy[order]


def overlap_blocks(cation, neutral):
    ao = neutral.mol.intor("int1e_ovlp")
    return [occupied(cation, s)[0].T @ ao @ occupied(neutral, s)[0]
            for s in (0, 1)]


BASIS = "cc-pvdz"
neutral = run_uhf("neutral", BASIS)
cations = {hole: run_uhf(hole, BASIS) for hole in ("3p", "3s")}
ao_overlap = neutral.mol.intor("int1e_ovlp")
w, R = np.linalg.eigh(ao_overlap)
root_overlap = (R * np.sqrt(w)) @ R.T
n_basis = len(w)
alpha_n, _ = occupied(neutral, 0)
beta_n, beta_energy = occupied(neutral, 1)
n_alpha, n_beta = alpha_n.shape[1], beta_n.shape[1]
alpha_strings = np.array(list(itertools.combinations(range(n_basis), n_alpha)))
beta_strings = np.array(list(itertools.combinations(range(n_basis), n_beta)))


def explicit_dyson(cation):
    """Dyson amplitudes in the orthonormal basis by summing over strings."""
    a_n, b_n = root_overlap @ alpha_n, root_overlap @ beta_n
    a_c = root_overlap @ occupied(cation, 0)[0]
    b_c = root_overlap @ occupied(cation, 1)[0]
    alpha_factor = np.dot(det(a_c[alpha_strings]), det(a_n[alpha_strings]))
    neutral_amplitude = det(b_n[beta_strings])
    result = np.zeros(n_basis)
    for q in range(n_beta):
        remaining = np.delete(beta_strings, q, axis=1)
        term = (-1) ** (n_beta - 1 - q) * det(b_c[remaining]) * neutral_amplitude
        np.add.at(result, beta_strings[:, q], term)
    return alpha_factor * result


wavelength_nm = 13.5
photon_ev = constants.h * constants.c / (wavelength_nm * 1e-9) / constants.e
print(f"largest error, tensor test: {tensor_error:.1e}")
print(f"basis functions: {n_basis}; alpha, beta electrons: {n_alpha}, {n_beta}")
print(f"alpha strings: {len(alpha_strings)}; beta strings: {len(beta_strings)}")
print(f"neutral UHF energy: {neutral.e_tot:.6f} hartree")
print(f"neutral UHF <S^2>: {neutral.spin_square()[0]:.4f}")
print(f"photon: {wavelength_nm} nm = {photon_ev:.2f} eV")
print(f"smallest beta 2p orbital binding: {-beta_energy[4]*HARTREE_EV:.1f} eV")
assert -beta_energy[4] * HARTREE_EV > photon_ev

labels = ["1s", "2s", "2p", "2p", "2p", "3s", "3p"]
r2 = neutral.mol.intor("int1e_r2")
delta_scf = {}
strength = {}
for hole, cation in cations.items():
    S_alpha, S_beta = overlap_blocks(cation, neutral)
    alpha_det = det(S_alpha)
    d = alpha_det * cofactors_svd(S_beta)
    sigma = np.linalg.svd(S_beta, compute_uv=False)
    norm = np.linalg.norm(d)
    assert np.allclose(d, alpha_det * cofactors_direct(S_beta), atol=1e-11)
    assert abs(norm - abs(alpha_det) * np.prod(sigma)) < 1e-11

    # all spin-orbitals together: the alpha components must vanish
    S_full = np.zeros((n_alpha + n_beta - 1, n_alpha + n_beta))
    S_full[:n_alpha, :n_alpha] = S_alpha
    S_full[n_alpha:, n_alpha:] = S_beta
    d_full = cofactors_direct(S_full)
    assert np.abs(d_full[:n_alpha]).max() < 1e-11
    assert np.allclose(d_full[n_alpha:], d, atol=1e-11)

    explicit = explicit_dyson(cation)
    error = np.abs(explicit - root_overlap @ beta_n @ d).max()
    assert error < 1e-9
    cation_beta = root_overlap @ occupied(cation, 1)[0]
    orthogonality = np.abs(cation_beta.T @ explicit).max()
    assert orthogonality < 1e-9

    # remove the normalized Dyson orbital from the neutral determinant
    remaining_space = np.linalg.svd(d[None, :])[2][1:].T
    sudden_overlap = abs(alpha_det * det(S_beta @ remaining_space))
    assert abs(sudden_overlap - norm) < 1e-11

    k = int(np.argmax(np.abs(d)))
    assert labels[k] == hole
    density = np.array([alpha_n @ alpha_n.T, beta_n @ beta_n.T])
    density[1] -= np.outer(beta_n[:, k], beta_n[:, k])
    frozen = neutral.energy_tot(dm=density) - neutral.e_tot
    assert abs(frozen + beta_energy[k]) < 1e-6
    relaxed = cation.e_tot - neutral.e_tot
    assert frozen > relaxed
    delta_scf[hole], strength[hole] = relaxed * HARTREE_EV, norm ** 2
    dyson = beta_n @ d / norm
    size_dyson = math.sqrt(dyson @ r2 @ dyson) * BOHR_NM
    size_frozen = math.sqrt(beta_n[:, k] @ r2 @ beta_n[:, k]) * BOHR_NM

    print(f"[{hole} hole] cation UHF energy: {cation.e_tot:.6f} hartree")
    print(f"  cation <S^2>: {cation.spin_square()[0]:.4f}")
    print("  cofactors d: " + ", ".join(
        f"{name} {x:+.6f}" for name, x in zip(labels, d) if abs(x) > 1e-7))
    print(f"  |det S_alpha|: {abs(alpha_det):.6f}")
    print(f"  product of beta singular values: {np.prod(sigma):.6f}")
    print(f"  smallest beta singular value: {sigma[-1]:.6f}")
    print(f"  norm: {norm:.6f}; squared norm: {norm**2:.6f}")
    print(f"  overlap with frozen orbital: {abs(d[k])/norm:.6f}")
    print(f"  largest error against string expansion: {error:.1e}")
    print(f"  largest overlap with cation orbitals: {orthogonality:.1e}")
    print(f"  rms radius, Dyson: {size_dyson:.5f} nm; frozen: {size_frozen:.5f} nm")
    print(f"  ionization energy, frozen: {frozen*HARTREE_EV:.3f} eV")
    print(f"  ionization energy, relaxed: {relaxed*HARTREE_EV:.3f} eV")
    print(f"  relaxation energy: {(frozen-relaxed)*HARTREE_EV:.3f} eV")
    print(f"  photoelectron energy: {photon_ev-delta_scf[hole]:.2f} eV")

    if hole == "3p":
        row = int(np.argmax(np.abs(S_beta[:, k])))
        column = int(np.argmax(np.abs(S_beta[row, :k])))
        s_same, s_cross = S_beta[row, column], S_beta[row, k]
        assert labels[column] == "2p"
        assert abs(d[column] / d[k] + s_cross / s_same) < 1e-8
        print(f"  S(2p,2p): {s_same:+.6f}; S(2p,3p): {s_cross:+.6f}")
        print(f"  d(2p)/d(3p): {d[column]/d[k]:+.6f}")
    else:
        unsigned = d * (-1.0) ** np.arange(n_beta)
        sign_fault = np.abs(S_beta @ unsigned).max()
        assert abs(np.linalg.norm(unsigned) - norm) < 1e-12
        assert sign_fault > 1e-6
        print(f"  same overlap if cofactor signs are dropped: {sign_fault:.1e}")

# ---- neglected effects: basis set and scalar relativity ----
for title, basis, rel in (("cc-pVQZ", "cc-pvqz", False),
                          ("cc-pVDZ with X2C", BASIS, True)):
    reference = run_uhf("neutral", basis, rel)
    for hole in ("3p", "3s"):
        ion = run_uhf(hole, basis, rel)
        Sa, Sb = overlap_blocks(ion, reference)
        strength_here = np.linalg.norm(det(Sa) * cofactors_svd(Sb)) ** 2
        energy_here = (ion.e_tot - reference.e_tot) * HARTREE_EV
        print(f"{title}, {hole}: {energy_here:.3f} eV, "
              f"squared norm {strength_here:.6f}")

# ---- neglected effect: spin-orbit coupling with the bare nuclear charge ----
valence_p = alpha_n[:, -3:]
angular = neutral.mol.intor("int1e_prinvxp", comp=3)
inverse_r3 = max(np.abs(valence_p.T @ part @ valence_p).max() for part in angular)
zeta = 0.5 * constants.fine_structure ** 2 * 16 * inverse_r3 * HARTREE_EV
print(f"3p spin-orbit constant, bare nucleus: {zeta:.3f} eV")

# ---- neglected effect: valence correlation, common spherical frozen core ----
core_source = cations["3p"]
orbitals = np.array(core_source.mo_coeff[0])
core, active = orbitals[:, :5].copy(), orbitals[:, 5:].copy()
n_act = active.shape[1]
coulomb, exchange = scf.hf.get_jk(core_source.mol, 2 * core @ core.T)
h_core = core_source.mol.intor("int1e_kin") + core_source.mol.intor("int1e_nuc")
h1 = active.T @ (h_core + coulomb - 0.5 * exchange) @ active
eri = ao2mo.kernel(core_source.mol.intor("int2e", aosym="s8"), active)


def full_ci(electrons):
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-11
    solver.max_cycle = 200
    energy, vector = solver.kernel(h1, eri, n_act, electrons)
    assert np.all(solver.converged)
    return energy, np.asarray(vector)


e_neutral, ci_neutral = full_ci((4, 2))
e_quartet, ci_quartet = full_ci((4, 1))
assert abs(fci.spin_op.spin_square(ci_neutral, n_act, (4, 2))[0] - 2) < 1e-3
removed = [fci.addons.des_b(ci_neutral, n_act, (4, 2), p).ravel()
           for p in range(n_act)]

# Lanczos chain from the neutral state with a beta 3s electron removed
h2 = fci.direct_spin1.absorb_h1e(h1, eri, n_act, (4, 1), 0.5)
shape = (math.comb(n_act, 4), n_act)


def apply_h(vector):
    return np.asarray(fci.direct_spin1.contract_2e(
        h2, vector.reshape(shape), n_act, (4, 1))).ravel()


occupation_3s = removed[0] @ removed[0]
chain = [removed[0] / math.sqrt(occupation_3s)]
diagonal, coupling = [], []
for step in range(60):
    new = apply_h(chain[-1])
    diagonal.append(chain[-1] @ new)
    previous = np.array(chain)
    for _ in range(2):
        new = new - previous.T @ (previous @ new)
    length = np.linalg.norm(new)
    if step == 59 or length < 1e-9:
        break
    coupling.append(length)
    chain.append(new / length)
T = np.diag(diagonal) + np.diag(coupling, 1) + np.diag(coupling, -1)
ritz_energy, ritz_vector = np.linalg.eigh(T)
lowest = int(np.flatnonzero(ritz_vector[0] ** 2 > 0.01)[0])
ci_3s = np.array(chain).T @ ritz_vector[:, lowest]
e_3s = ritz_energy[lowest]
assert np.linalg.norm(apply_h(ci_3s) - e_3s * ci_3s) < 1e-4

print(f"valence full CI: {n_act} orbitals, frozen core of 5")
for hole, energy, vector in (("3p", e_quartet, ci_quartet.ravel()),
                             ("3s", e_3s, ci_3s)):
    ci_strength = sum((vector @ x) ** 2 for x in removed)
    assert 0 < ci_strength < 1
    ci_energy = (energy - e_neutral) * HARTREE_EV
    print(f"  {hole}: {ci_energy:.3f} eV, squared Dyson norm {ci_strength:.4f}")
    print(f"  {hole}, full CI minus UHF: {ci_energy-delta_scf[hole]:+.3f} eV, "
          f"{ci_strength-strength[hole]:+.4f}")
print(f"  beta 3s occupation in neutral full CI: {occupation_3s:.4f}")
print("finished without a failed check")
```

It prints:

```
largest error, tensor test: 3.9e-16
basis functions: 18; alpha, beta electrons: 9, 7
alpha strings: 48620; beta strings: 31824
neutral UHF energy: -397.496802 hartree
neutral UHF <S^2>: 2.0069
photon: 13.5 nm = 91.84 eV
smallest beta 2p orbital binding: 181.1 eV
[3p hole] cation UHF energy: -397.158808 hartree
  cation <S^2>: 3.7505
  cofactors d: 2p +0.001160, 3p -0.985275
  |det S_alpha|: 0.986919
  product of beta singular values: 0.998336
  smallest beta singular value: 0.998338
  norm: 0.985276; squared norm: 0.970769
  overlap with frozen orbital: 0.999999
  largest error against string expansion: 9.2e-15
  largest overlap with cation orbitals: 4.9e-17
  rms radius, Dyson: 0.12001 nm; frozen: 0.12001 nm
  ionization energy, frozen: 10.106 eV
  ionization energy, relaxed: 9.197 eV
  relaxation energy: 0.909 eV
  photoelectron energy: 82.64 eV
  S(2p,2p): +0.999998; S(2p,3p): +0.001177
  d(2p)/d(3p): -0.001177
[3s hole] cation UHF energy: -396.774113 hartree
  cation <S^2>: 3.7586
  cofactors d: 1s +0.000015, 2s -0.001277, 3s +0.978885
  |det S_alpha|: 0.979568
  product of beta singular values: 0.999303
  smallest beta singular value: 0.999309
  norm: 0.978886; squared norm: 0.958218
  overlap with frozen orbital: 0.999999
  largest error against string expansion: 8.2e-15
  largest overlap with cation orbitals: 3.3e-17
  rms radius, Dyson: 0.09851 nm; frozen: 0.09852 nm
  ionization energy, frozen: 20.974 eV
  ionization energy, relaxed: 19.665 eV
  relaxation energy: 1.309 eV
  photoelectron energy: 72.17 eV
  same overlap if cofactor signs are dropped: 3.1e-05
cc-pVQZ, 3p: 9.236 eV, squared norm 0.957177
cc-pVQZ, 3s: 19.627 eV, squared norm 0.946206
cc-pVDZ with X2C, 3p: 9.178 eV, squared norm 0.970707
cc-pVDZ with X2C, 3s: 19.754 eV, squared norm 0.957817
3p spin-orbit constant, bare nucleus: 0.058 eV
valence full CI: 13 orbitals, frozen core of 5
  3p: 9.646 eV, squared Dyson norm 0.9402
  3p, full CI minus UHF: +0.449 eV, -0.0306
  3s: 19.805 eV, squared Dyson norm 0.8597
  3s, full CI minus UHF: +0.140 eV, -0.0985
  beta 3s occupation in neutral full CI: 0.9684
finished without a failed check
```
